# Raman mode of silicon under [001] and [111] stress

## Problem

In silicon the two atoms of the primitive cell can vibrate against each other with the same phase in every cell. Let $\mathbf u$ be the relative displacement of the two sublattices. In the unstressed crystal its three components share one angular frequency $\omega_0$, because the crystal is cubic and nonpolar, so that no electric field separates longitudinal from transverse vibrations. This is the triply degenerate Raman mode.

A small homogeneous strain $\varepsilon_{ij}$ (symmetric, with tensor shear components, so that the engineering shear is $2\varepsilon_{12}$) changes the squared frequencies to the eigenvalues of $\omega_0^2\,\delta_{ij}+K_{ij}$. The phonon deformation potentials $p$, $q$, $r$ are defined by

$$K_{11}=p\,\varepsilon_{11}+q(\varepsilon_{22}+\varepsilon_{33}),\qquad K_{12}=2r\,\varepsilon_{12},$$

and cyclic permutations. The sublattices are allowed to relax under the strain.

A uniaxial stress $X$, positive in tension, is applied along [001] or along [111]. The elastic compliances are $S_{11}$, $S_{12}$, $S_{44}$.

1. Find the mode frequencies to first order in $X$ for both directions.
2. Show that the Grüneisen parameter is $\gamma=-(p+2q)/(6\omega_0^2)$, and say which part of the answer to question 1 it determines.

## A tempting solution

Let the three modes vibrate along $x$, $y$ and $z$. To first order, each squared frequency changes by its diagonal element $K_{ii}$, so each frequency changes by $K_{ii}/(2\omega_0)$.

For stress along [001], $\varepsilon_{33}$ differs from $\varepsilon_{11}=\varepsilon_{22}$. The $z$ mode therefore separates from the other two.

For stress along [111], the three cube axes are equivalent, so $\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{33}$ and $K_{11}=K_{22}=K_{33}$. All three frequencies shift equally. Stress along [111] does not split the mode, and $r$ plays no part.

## Where it fails

The diagonal elements give first-order shifts only in a basis where the perturbation has no off-diagonal elements between degenerate modes. Under [111] stress the shear strains are not zero, so $K_{13}\neq0$ if $r\neq0$. A displacement along $z$ then produces a force with a component along $x$, and it is not a normal mode.

The symmetry argument is also incomplete. Equivalence of the cube axes makes the diagonal elements equal, but the direction [111] itself is not equivalent to the directions perpendicular to it. The [001] case escaped the fault because $K$ is already diagonal there.

## Solution

**The matrix.** Let $\mathbf w$ be the displacement from the relaxed position in the strained crystal. With the centre of mass at rest, the atoms of mass $M$ move by $\pm\mathbf w/2$. The kinetic energy is $2\cdot\tfrac12M(\dot{\mathbf w}/2)^2=\tfrac12\mu\dot{\mathbf w}^2$ with $\mu=M/2$. If the energy per cell is $E_0+\tfrac12\sum\Phi_{ij}w_iw_j$, then $\mu\ddot w_i=-\sum_j\Phi_{ij}w_j$, and the squared frequencies are the eigenvalues of $\Phi_{ij}/\mu=\omega_0^2\delta_{ij}+K_{ij}$.

Three constants suffice for the following reason. To first order $K_{ij}=\sum_{kl}K_{ijkl}\varepsilon_{kl}$, symmetric in $ij$ and in $kl$. The twofold rotations about the cube axes remove every component in which some index occurs an odd number of times. The threefold rotation about [111] makes cyclically permuted components equal. The mirror that exchanges $x$ and $y$ gives $K_{1122}=K_{2211}$. What remains is $K_{1111}=p$, $K_{1122}=q$ and $K_{1212}=r$. The factor 2 in $K_{12}$ comes from the two equal terms with $\varepsilon_{12}$ and $\varepsilon_{21}$.

If $\lambda$ is an eigenvalue of $K$, then $\Omega^2=\omega_0^2+\lambda$. For $|\lambda|\ll\omega_0^2$,

$$\Omega=\omega_0\sqrt{1+\lambda/\omega_0^2}\approx\omega_0+\frac{\lambda}{2\omega_0}.$$

**Stress along [001].** The strains are $\varepsilon_{33}=S_{11}X$ and $\varepsilon_{11}=\varepsilon_{22}=S_{12}X$, without shear. The matrix is diagonal. The singlet $s$ vibrates along the stress and the doublet $d$ across it:

$$\lambda_s=(pS_{11}+2qS_{12})X,\qquad \lambda_d=(pS_{12}+qS_{11}+qS_{12})X.$$

In the difference, the terms with $p$ give $p(S_{11}-S_{12})$ and those with $q$ give $q(S_{12}-S_{11})$. With $\Delta=\Omega_s-\Omega_d$,

$$\boxed{\Delta_{001}=\frac{(p-q)(S_{11}-S_{12})X}{2\omega_0}}$$

**Stress along [111].** With $\mathbf n=(1,1,1)/\sqrt3$, the stress tensor is $\sigma_{ij}=Xn_in_j=X/3$ for all $i,j$. Hence

$$\varepsilon_{11}=S_{11}\sigma_{11}+S_{12}(\sigma_{22}+\sigma_{33})=\frac{(S_{11}+2S_{12})X}{3}.$$

The compliance $S_{44}$ relates stress to engineering shear, $2\varepsilon_{12}=S_{44}\sigma_{12}$, so $\varepsilon_{12}=S_{44}X/6$. The other components follow by permutation. All diagonal elements of $K$ equal $A$ and all off-diagonal elements equal $B$:

$$A=\frac{(p+2q)(S_{11}+2S_{12})X}{3},\qquad B=2r\,\frac{S_{44}X}{6}=\frac{rS_{44}X}{3}.$$

Write $K=(A-B)\mathbf 1+BJ$, where every element of $J$ is 1. Since $J\mathbf n=3\mathbf n$, the vibration along $\mathbf n$ has $\lambda_s=A+2B$. A vector perpendicular to $\mathbf n$ has components that sum to zero, so $J$ annihilates it and $\lambda_d=A-B$, twice. The difference is $3B=rS_{44}X$:

$$\boxed{\Delta_{111}=\frac{rS_{44}X}{2\omega_0}}$$

**Grüneisen parameter and common shift.** An isotropic strain $\varepsilon$ gives $K=(p+2q)\varepsilon\,\mathbf 1$, hence $d\ln\Omega=(p+2q)\varepsilon/(2\omega_0^2)$, while $d\ln V=3\varepsilon$. Therefore

$$\gamma=-\frac{d\ln\Omega}{d\ln V}=-\frac{p+2q}{6\omega_0^2}.$$

Under uniaxial stress the mean of the three eigenvalues is one third of the trace of $K$, which is $(p+2q)(\varepsilon_{11}+\varepsilon_{22}+\varepsilon_{33})/3$. For both directions the sum of the axial strains is $(S_{11}+2S_{12})X$. The mean frequency shift is then

$$H=\frac{(p+2q)(S_{11}+2S_{12})X}{6\omega_0}=-\gamma\,\omega_0(S_{11}+2S_{12})X.$$

From $\Omega_s+2\Omega_d=3(\omega_0+H)$ and $\Omega_s-\Omega_d=\Delta$ it follows that

$$\Omega_s=\omega_0+H+\tfrac23\Delta,\qquad \Omega_d=\omega_0+H-\tfrac13\Delta.$$

So $\gamma$ fixes the common shift $H$, which is what the tempting solution found for [111]. The splittings need $p-q$ and $r$ separately.

**Signs and a limiting case.** The elastic energy density is $\tfrac12S_{44}\sigma_{12}^2$ for a shear stress and $(S_{11}-S_{12})\sigma^2$ for $\sigma_{11}=-\sigma_{22}=\sigma$. Both must be positive in a stable crystal, so the signs of the splittings are those of $(p-q)X$ and $rX$. If the response did not depend on direction, $K$ would have the form $q\,(\mathrm{tr}\,\varepsilon)\,\delta_{ij}+(p-q)\varepsilon_{ij}$, which means $2r=p-q$. Elastic isotropy means $S_{44}=2(S_{11}-S_{12})$. The two splittings then coincide, as they should.

## What the relaxed sublattices do to $r$

A shear $\varepsilon_{12}$ also displaces the sublattices along $z$. The relevant terms of the energy per cell are

$$\tfrac12k\,\mathbf u^2+g\,\varepsilon_{12}u_3+2\mu r_{\rm cl}\,\varepsilon_{12}u_1u_2+c_3u_1u_2u_3,$$

with $k=\mu\omega_0^2$ and $r_{\rm cl}$ the value for clamped sublattices. To first order, the minimum lies at $u_3=-g\varepsilon_{12}/k\equiv d\,\varepsilon_{12}$. There $\partial^2E/\partial u_1\partial u_2=(2\mu r_{\rm cl}+c_3d)\,\varepsilon_{12}$. By definition this equals $2\mu r\,\varepsilon_{12}$, so

$$r=r_{\rm cl}+\frac{c_3d}{2\mu}.$$

Axial strains along the cube axes are unchanged by the three twofold rotations, which together allow no displacement $\mathbf u$. Hence $p$ and $q$ have no such contribution.

## Numerical example

The Stillinger–Weber potential describes silicon by classical pair and three-body energies. It is empirical and contains no electrons, so the numbers below belong to this model. The lattice constant minimises the energy. The derivatives of the energy per cell with respect to strain and $\mathbf u$ were taken numerically, by complex-step gradients and central differences. They give $\omega_0=594.8\ \mathrm{cm^{-1}}$ (as a wavenumber) and

- $S_{11}=9.984$, $S_{12}=-3.349$, $S_{44}=17.715\ \mathrm{TPa^{-1}}$;
- $p=-1.850$, $q=-1.470$, $r=0.199$, in units of $\omega_0^2$ (before rounding, $p-q=-0.379$).

Thus $\gamma=(1.850+2\times1.470)/6=0.798$. For a compression of 1 GPa, $X=-1$ GPa, and

$$H=0.798\times594.8\times(9.984-6.698)\times10^{-3}=1.56\ \mathrm{cm^{-1}},$$

$$\Delta_{001}=\tfrac12\times594.8\times(-0.379)\times13.333\times10^{-3}\times(-1)=1.50\ \mathrm{cm^{-1}},$$

$$\Delta_{111}=\tfrac12\times594.8\times0.199\times17.715\times10^{-3}\times(-1)=-1.05\ \mathrm{cm^{-1}}.$$

The frequencies can also be found without the linear formulas. The energy of the cell under load (force per original area) is minimised over all strains and $\mathbf u$, and the force constants at the minimum are diagonalised. The shifts in $\mathrm{cm^{-1}}$ are:

| Stress axis | Mode | Linear formula | Minimisation |
|---|---|---|---|
| [001] | singlet | 2.56 | 2.42 |
| [001] | doublet | 1.06 | 0.96 |
| [111] | singlet | 0.86 | 0.76 |
| [111] | doublet | 1.91 | 1.86 |

The differences, up to about $0.14\ \mathrm{cm^{-1}}$, come from terms beyond first order. When the load is halved, the root-sum-square difference for each axis falls by a factor of 4.0, as expected of a quadratic term.

The small $r$ is the remainder of two large contributions. Place the second atom at $+\tfrac a4(1,1,1)$ from the first, with $a$ the lattice constant, and let $\mathbf u$ be its displacement relative to the first. The opposite orientation reverses the signs of both $c_3$ and $d$ and leaves their product unchanged. The model then has $r_{\rm cl}=-1.264\,\omega_0^2$, $c_3=-31.30\ \mathrm{eV/Å^3}$, $d=-1.708\ \mathrm{Å}$ and $k=18.27\ \mathrm{eV/Å^2}$. In units of $\omega_0^2$ the internal displacement contributes

$$\frac{c_3d}{2k}=\frac{31.30\times1.708}{2\times18.27}=1.463,$$

and $-1.264+1.463=0.199$. If $r_{\rm cl}$ were used in place of $r$, with the same relaxed $S_{44}$, the [111] splitting would be $+6.66\ \mathrm{cm^{-1}}$ instead of $-1.05\ \mathrm{cm^{-1}}$, wrong in size and in sign.

The model should not be used to predict the order of the lines in real silicon. Published Raman measurements, quoted here and not computed, give roughly $p-q\approx+0.5\,\omega_0^2$ and $r$ between about $-0.6\,\omega_0^2$ and $-0.7\,\omega_0^2$, both opposite in sign to the model. By the boxed formulas, compression of real silicon then puts the singlet below the doublet for [001] and above it for [111]. The formulas hold for either set of constants, as long as the strain is small enough for the linear terms to dominate.
